# Blöchl's PAW transformation and the cancellation of its one-centre cross terms: test program

```python
"""PAW transformation and the pseudo-operator formula, tested on s states.

Claim under test: with psi = T psi_t, T = 1 + sum_i |phi_i - phit_i><p_i|,
  <psi|A|psi> = <psi_t|A|psi_t> + <psi1|A|psi1> - <psit1|A|psit1> + R,
  R = 2 <psi1 - psit1|A|psi_t - psit1>   (real functions),
  psi1 = sum_i phi_i <p_i|psi_t>,  psit1 = sum_i phit_i <p_i|psi_t>.
R vanishes if the set is complete in the sphere. An incomplete set fails for
some local A, although it may be exact for one particular A.
phi: true partial waves; phit: smooth partners; p: projectors.
System: hydrogen in a hard-wall sphere; radial functions u(r) = r * phi(r).
Inside the augmentation sphere u is stored as power-series coefficients.
Atomic units inside the program; eV and angstrom in the printout.
"""
import numpy as np
from numpy.polynomial import polynomial as poly
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
box_A, sphere_A = 2.0, 0.6
reference_eV = [0.0, 30.0, 60.0]
box, rc = box_A / BOHR, sphere_A / BOHR
LENGTH = 90
MATCHED = 4


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


r, w = gauss(0.0, rc, 80)
r_out, w_out = gauss(rc, box, 120)


def coulomb_series(energy):
    """Regular solution of -u''/2 - u/r = energy*u with u'(0) = 1."""
    a = np.zeros(LENGTH)
    a[1] = 1.0
    for k in range(1, LENGTH - 1):
        a[k + 1] = -2 * (a[k] + energy * a[k - 1]) / (k * (k + 1))
    return a


def val(f):
    return poly.polyval(r, f)


def integral(name, f, g, x, weight):
    fx, gx = poly.polyval(x, f), poly.polyval(x, g)
    if name == "norm":
        return np.sum(weight * fx * gx)
    if name == "potential":
        return -np.sum(weight * fx * gx / x)
    df = poly.polyval(x, poly.polyder(f))
    dg = poly.polyval(x, poly.polyder(g))
    return 0.5 * np.sum(weight * df * dg)


def inside(name, f, g):
    """Matrix element of the named operator over the sphere."""
    if name == "contact":
        return f[1] * g[1] / (4 * np.pi)
    if name == "energy":
        return inside("kinetic", f, g) + inside("potential", f, g)
    return integral(name, f, g, r, w)


def outside(name, f):
    """Same operator between the sphere and the wall."""
    if name == "contact":
        return 0.0
    if name == "energy":
        return outside("kinetic", f) + outside("potential", f)
    return integral(name, f, f, r_out, w_out)


def smooth_partner(phi):
    """Odd polynomial matching value and derivatives of phi at rc."""
    matrix = np.zeros((MATCHED, MATCHED))
    rhs = np.zeros(MATCHED)
    for d in range(MATCHED):
        rhs[d] = poly.polyval(rc, poly.polyder(phi, d))
        for m in range(MATCHED):
            mono = np.zeros(2 * MATCHED)
            mono[2 * m + 1] = 1.0
            matrix[d, m] = poly.polyval(rc, poly.polyder(mono, d))
    result = np.zeros(LENGTH)
    result[1:2 * MATCHED:2] = np.linalg.solve(matrix, rhs)
    return result


def make_projectors(phit):
    """Functions on the grid, dual to the smooth partial waves."""
    shape = (1 - (r / rc) ** 2) ** 2
    values = np.array([val(f) for f in phit])
    overlap = (values * shape * w) @ values.T
    return np.linalg.solve(overlap, values * shape)


def one_centre(psi_t, phi, phit, p):
    c = p @ (w * val(psi_t))
    return c @ phi, c @ phit


def three_terms(form, a, b, c):
    return form(a, a) + form(b, b) - form(c, c)


# True state: second s level in the box, from the zero of u at the wall.
def wall(energy):
    return poly.polyval(box, coulomb_series(energy))


scan = np.arange(-1.0, 2.5, 0.05)
signs = [wall(e) for e in scan]
roots = [brentq(wall, scan[i], scan[i + 1], xtol=1e-14)
         for i in range(len(scan) - 1) if signs[i] * signs[i + 1] < 0]
level = roots[1]
psi = coulomb_series(level)
psi /= np.sqrt(inside("norm", psi, psi) + outside("norm", psi))
names = ["norm", "kinetic", "potential", "energy", "contact"]
unit = {"norm": 1.0, "kinetic": HARTREE, "potential": HARTREE,
        "energy": HARTREE, "contact": BOHR ** -3}
label = {"norm": "", "kinetic": "eV", "potential": "eV",
         "energy": "eV", "contact": "1/angstrom^3"}
direct = {k: inside(k, psi, psi) + outside(k, psi) for k in names}
assert abs(direct["energy"] - level) < 1e-9

# Independent check of the true state by finite differences.
points = 4000
h = box / (points + 1)
x = h * np.arange(1, points + 1)
e_fd, u_fd = eigh_tridiagonal(1 / h**2 - 1 / x,
                              -0.5 / h**2 * np.ones(points - 1),
                              select="i", select_range=(1, 1))
u_fd = u_fd[:, 0]
assert abs(e_fd[0] - level) < 1e-4
assert abs(-np.sum(u_fd**2 / x) - direct["potential"]) < 1e-3
contact_fd = u_fd[0]**2 / h**3 / (4 * np.pi)
assert abs(contact_fd / direct["contact"] - 1) < 5e-3

print(f"box radius {box_A:.2f} angstrom, sphere radius {sphere_A:.2f} angstrom")
print(f"second s level: {level * HARTREE:.5f} eV ({level:.6f} hartree)")
print(f"same level, finite differences: {e_fd[0] * HARTREE:.5f} eV")
print(f"norm of true state inside sphere: {inside('norm', psi, psi):.5f}")
for k in names:
    print(f"direct {k}: {direct[k] * unit[k]:.6f} {label[k]}")

# Partial waves, normalized to one inside the sphere.
all_phi = []
for e in reference_eV:
    f = coulomb_series(e / HARTREE)
    all_phi.append(f / np.sqrt(inside("norm", f, f)))
all_phi = np.array(all_phi)
all_phit = np.array([smooth_partner(f) for f in all_phi])
for e, f, g in zip(reference_eV, all_phi, all_phit):
    q = inside("norm", f, f) - inside("norm", g, g)
    print(f"wave at {e:.0f} eV: augmentation norm q_ii = {q:.6f}")

residuals = []
for n in (1, 2, 3):
    phi, phit = all_phi[:n], all_phit[:n]
    delta = phi - phit
    p = make_projectors(phit)
    dual = np.array([[np.sum(w * pi * val(f)) for f in phit] for pi in p])
    assert np.allclose(dual, np.eye(n), atol=1e-9)

    # Pseudo state from the inverse transformation, then mapped back.
    m = np.array([[np.sum(w * pi * val(f)) for f in phi] for pi in p])
    psi_t = psi - np.linalg.solve(m, p @ (w * val(psi))) @ delta
    b, c = one_centre(psi_t, phi, phit, p)
    assert np.max(np.abs(val(psi_t + b - c - psi))) < 1e-8
    v = psi_t - c
    residuals.append(np.sqrt(inside("norm", v, v)))
    print(f"--- {n} partial wave(s): det M = {np.linalg.det(m):.5f}, "
          f"missed part of pseudo state (norm) = {residuals[-1]:.3e}")
    for k in names:
        def form(f, g, k=k):
            return inside(k, f, g)
        formula = three_terms(form, psi_t, b, c) + outside(k, psi)
        missing = 2 * form(b - c, v)
        assert abs(formula + missing - direct[k]) < 1e-8
        print(f"{k}: formula {formula * unit[k]:.6f}, "
              f"R {missing * unit[k]:.3e} {label[k]}")
    first = 2 * inside("potential", b - c, psi_t) * HARTREE
    second = -2 * inside("potential", b - c, c) * HARTREE
    print(f"potential cross terms: {first:.6f} and {second:.6f} eV")

    # Kinetic cross term: no surface term is left at rc.
    d2 = poly.polyval(r, poly.polyder(b - c, 2))
    assert abs(inside("kinetic", b - c, v)
               + 0.5 * np.sum(w * d2 * val(v))) < 1e-9

    # Sufficient: a state inside the span has no missing term.
    spanned = np.array([0.7, -0.4, 0.5])[:n] @ phit
    b, c = one_centre(spanned, phi, phit, p)
    for k in names:
        def form(f, g, k=k):
            return inside(k, f, g)
        full = form(spanned + b - c, spanned + b - c)
        assert abs(full - three_terms(form, spanned, b, c)) < 1e-8

    # Necessary: a local operator built from the missed part exposes it.
    v = v / np.sqrt(inside("norm", v, v))
    a_r = val(delta[0]) * val(v)
    a_r = a_r / np.max(np.abs(a_r))

    def local(f, g):
        return np.sum(w * a_r * val(f) * val(g))
    trial = phit[0] + v
    b, c = one_centre(trial, phi, phit, p)
    exposed = local(trial + b - c, trial + b - c) \
        - three_terms(local, trial, b, c)
    expected = 2 * np.sum(w * a_r * val(delta[0]) * val(v))
    assert exposed > 1e-6 and abs(exposed - expected) < 1e-8
    print(f"R for the operator built to expose the gap: {exposed:.3e}")

assert residuals[2] < residuals[0] / 5

# One projector proportional to phi - phit: exact for the norm only.
phi, phit = all_phi[:1], all_phit[:1]
difference = val(phi[0] - phit[0])
p = (difference / np.sum(w * difference * val(phit[0])))[None, :]
gap = {"norm": 0.0, "potential": 0.0}
for power in (1, 2, 3, 4):
    trial = np.zeros(LENGTH)
    trial[power] = 1.0
    trial /= np.sqrt(inside("norm", trial, trial))
    b, c = one_centre(trial, phi, phit, p)
    for k in gap:
        def form(f, g, k=k):
            return inside(k, f, g)
        full = form(trial + b - c, trial + b - c)
        gap[k] = max(gap[k], abs(full - three_terms(form, trial, b, c)))
assert gap["norm"] < 1e-10
assert gap["potential"] > 1e-5
print("--- one projector proportional to phi - phit, trials u = r^1..r^4")
print(f"largest |R| for the norm: {gap['norm']:.1e}")
print(f"largest |R| for the potential: {gap['potential'] * HARTREE:.4e} eV")
print("checks complete")
```

It prints:

```
box radius 2.00 angstrom, sphere radius 0.60 angstrom
second s level: 14.17650 eV (0.520977 hartree)
same level, finite differences: 14.17649 eV
norm of true state inside sphere: 0.28653
direct norm: 1.000000 
direct kinetic: 37.682021 eV
direct potential: -23.505526 eV
direct energy: 14.176496 eV
direct contact: 2.728150 1/angstrom^3
wave at 0 eV: augmentation norm q_ii = 0.099690
wave at 30 eV: augmentation norm q_ii = 0.179223
wave at 60 eV: augmentation norm q_ii = 0.282934
--- 1 partial wave(s): det M = 1.09857, missed part of pseudo state (norm) = 7.470e-02
norm: formula 0.998879, R 1.121e-03 
kinetic: formula 37.018596, R 6.634e-01 eV
potential: formula -23.351913, R -1.536e-01 eV
energy: formula 13.666682, R 5.098e-01 eV
contact: formula 2.600536, R 1.276e-01 1/angstrom^3
potential cross terms: -2.697792 and 2.544180 eV
R for the operator built to expose the gap: 2.557e-02
--- 2 partial wave(s): det M = 1.28093, missed part of pseudo state (norm) = 2.417e-03
norm: formula 1.000013, R -1.284e-05 
kinetic: formula 37.691027, R -9.006e-03 eV
potential: formula -23.508515, R 2.989e-03 eV
energy: formula 14.182512, R -6.017e-03 eV
contact: formula 2.731875, R -3.724e-03 1/angstrom^3
potential cross terms: -3.004873 and 3.007862 eV
R for the operator built to expose the gap: 1.457e-02
--- 3 partial wave(s): det M = 1.82084, missed part of pseudo state (norm) = 9.121e-05
norm: formula 1.000000, R 1.900e-07 
kinetic: formula 37.681814, R 2.070e-04 eV
potential: formula -23.505456, R -6.945e-05 eV
energy: formula 14.176358, R 1.376e-04 eV
contact: formula 2.728025, R 1.252e-04 1/angstrom^3
potential cross terms: -2.978809 and 2.978739 eV
R for the operator built to expose the gap: 1.052e-02
--- one projector proportional to phi - phit, trials u = r^1..r^4
largest |R| for the norm: 4.4e-16
largest |R| for the potential: 2.8609e-01 eV
checks complete
```
